Origin independence of the second-order oscillator strength beyond the dipole approximation

**Problem**

A molecule absorbs one photon from a plane wave and goes from the state |0⟩ to the state |f⟩. Atomic units are used. The Hamiltonian is non-relativistic and spin-free, H = Σ_i p_i²/2 + V, with V a multiplicative function of the electron coordinates. The transition energy is ω = E_f − E_0, the wave vector is k = k n with k = ω/c and |n| = 1, and the polarisation is a real unit vector e with e·n = 0. To first order in the vector potential the coupling is A·p, and the oscillator strength for a fixed orientation is

f = (2/ω) |T(k)|²,  T(k) = ⟨f| Σ_i exp(i k·r_i) e·p_i |0⟩.

At k = 0 this is the dipole value (2/ω)|⟨f|e·p|0⟩|². Both states are real singlets with ⟨f|0⟩ = 0. The spin part of the coupling, proportional to Σ_i s_i exp(i k·r_i), is a vector in spin space and has no matrix element between two singlets.

(a) Expand f in powers of k and write the term of order k², called f2, in multipole transition moments, for a fixed orientation and for an isotropic sample.

(b) Decide which contributions to f2 must be kept for the result to be independent of the coordinate origin, and state the conditions on the transition.

(c) Decide whether the answer survives when the electric moments are taken in length form with approximate states.

(d) Evaluate the terms for the lowest sulfur 1s → B2 excitation of H2S with the origin at S, at one H, and at (2,4,4) bohr.

**Notation**

Write p = iπ with the real operator π = −∇, so that [π_a, r_b] = −δ_ab. Define u = k·r, v = e·r, π_e = e·π, π_k = k·π. Then

[π_e, u] = −e·k = 0,  [π_k, v] = 0,  [π_k, u] = −k².

Every operator is summed over the electrons, and ⟨O⟩ means ⟨f|O|0⟩. A constant operator has ⟨O⟩ = 0 by orthogonality, and a real operator has a real ⟨O⟩ because the states are real. The velocity dipole is D = ⟨π⟩, with projections P = ⟨π_e⟩ and K = ⟨π_k⟩. Expanding the exponential gives T = T0 + T1 + T2 + …, with T_n = (iⁿ/n!) i ⟨uⁿ π_e⟩, so

T0 = iP,  T1 = −⟨u π_e⟩,  T2 = −(i/2) ⟨u² π_e⟩.

For a function g(r), the product rule gives −½∇²(gψ) + ½ g∇²ψ = −∇g·∇ψ − ½(∇²g)ψ, and V commutes with g, so

[H, g] = ∇g·π − ½∇²g.  (1)

**A tempting solution**

The first correction to the dipole amplitude is T1. For g = uv one has ∇g = v k + u e and ∇²g = 2k·e = 0, so (1) gives [H, uv] = uπ_e + vπ_k. With l = r×π (the orbital angular momentum is L = i l), the identity (a×b)·(c×d) = (a·c)(b·d) − (b·c)(a·d) gives (k×e)·l = uπ_e − vπ_k. Define the electric quadrupole and magnetic dipole amplitudes

S1 = ⟨uπ_e + vπ_k⟩,  Λ = ⟨uπ_e − vπ_k⟩.

Their sum is 2⟨uπ_e⟩, hence T1 = −(S1 + Λ)/2. Since T0 is imaginary and T1 is real, 2Re(T0*T1) = 0 and there is no term of order k.

Step A. The quadrupole and magnetic dipole amplitudes are of order k, so their intensities are of order k². The electric octupole and magnetic quadrupole amplitudes in T2 are of order k², so their intensities are of order k⁴ and are dropped. Then

(ω/2) f2 = |T1|² = S1²/4 + Λ²/4 + S1Λ/2,

three terms labelled QQ, mm and Qm.

Step B. Moving the origin to a replaces r by r − a and multiplies T by exp(−i k·a). A phase does not change an intensity, so this f2 is origin independent.

The isotropic average needs ⟨⟨n_a n_c e_b e_d⟩⟩, where double brackets denote the average over orientations. An isotropic tensor of rank four is a combination αδ_acδ_bd + βδ_abδ_cd + γδ_adδ_bc, and the symmetry a ↔ c forces γ = β. Contracting a with c and b with d gives n²e² = 1 = 9α + 6β. Contracting a with b and c with d gives (n·e)² = 0 = 3α + 12β. Hence β = −1/30, α = 4/30:

⟨⟨n_a n_c e_b e_d⟩⟩ = (4δ_acδ_bd − δ_abδ_cd − δ_adδ_bc)/30.  (2)

With the symmetric tensor Q_ab = ⟨r_aπ_b + r_bπ_a⟩ one has S1 = k n_a e_b Q_ab (repeated indices summed), and (2) gives, with Q:Q = Q_abQ_ab,

⟨⟨S1²⟩⟩ = k² [4Q:Q − (trQ)² − Q:Q]/30 = k² [Q:Q − (trQ)²/3]/10.

From here on l denotes ⟨l⟩. Then Λ = k (n×e)·l, and n×e is a unit vector uniform over the sphere, so ⟨⟨Λ²⟩⟩ = k² l²/3. For the cross term, Λ = k n_c e_d F_cd with F_cd = ε_gcd l_g antisymmetric (ε is the Levi-Civita symbol). Equation (2) gives 4Q_abF_ab − trQ trF − Q_abF_ba, and each piece vanishes because Q is symmetric and F antisymmetric. Thus

f_QQ = (2k²/ω) [Q:Q − (trQ)²/3]/40,  f_mm = (2k²/ω) l²/12,  f_Qm = 0.  (3)

For the H2S transition (method given under part (d) below) f0 = 7.480×10⁻³, and with the origin at S the sum f_QQ + f_mm is 2.7×10⁻⁹. The solution concludes that the correction beyond the dipole limit is positive and negligible.

**The fault**

The same formulas with the origin at H give f_QQ + f_mm = 6.36×10⁻³, and at (2,4,4) bohr they give 3.75×10⁻², five times f0. The decomposition of T1, the average (2) and the formulas (3) are correct. Steps A and B are not.

Step A counts powers of k in the squares |T_n|² only. The quantity to be expanded is |T0 + T1 + T2 + …|², whose term of order k² contains every product T_m*T_n with m + n = 2:

(ω/2) f2 = |T1|² + 2Re(T0*T2).  (4)

The octupole and the magnetic quadrupole enter at order k² through interference with the dipole.

Step B applies a property of the whole amplitude to one term of it. With s = k·a, which is itself of order k, the shifted amplitude is T' = (1 − is − s²/2 + …)(T0 + T1 + T2 + …), and collecting equal powers of k gives

T0' = T0,  T1' = T1 − isT0,  T2' = T2 − isT1 − s²T0/2.  (5)

So T1 does not change by a phase; it acquires a piece of the dipole amplitude, and |T1|² grows as s²|T0|². The term dropped in Step A is the one that removes this growth.

**Solution, part (a): the five terms**

For g = u²v one has ∇g = 2uv k + u² e. The divergence of 2uv k is 2v k² + 2u e·k = 2k²v, and that of u² e is 2u k·e = 0, so ∇²g = 2k²v. Equation (1) gives

[H, u²v] = u²π_e + 2uvπ_k − k²v.

For the magnetic part let λ = uπ_e − vπ_k. Then {u, λ} = 2uλ + [λ, u], and [λ, u] = −v[π_k, u] = k²v, so

{u, λ} = 2u²π_e − 2uvπ_k + k²v.

The two operators add to 3u²π_e. Define the electric octupole and magnetic quadrupole amplitudes

S2 = ⟨u²π_e + 2uvπ_k − k²v⟩,  M2 = ⟨2u²π_e − 2uvπ_k + k²v⟩.

Then T2 = −(i/6)(S2 + M2), and 2Re(T0*T2) = 2Re[(−iP)(−i/6)(S2 + M2)] = −P(S2 + M2)/3. Equation (4) becomes

(ω/2) f2 = S1²/4 + Λ²/4 + S1Λ/2 − P S2/3 − P M2/3,  (6)

with terms QQ, mm, Qm, μO and μM. Evaluating S1 and S2 with the explicit operators containing π, as written, is the velocity form. It is an operator identity and makes no assumption about the states beyond reality.

For exact eigenstates ⟨[H,g]⟩ = ω⟨g⟩ (the hypervirial relation), so P = ω⟨v⟩, S1 = ω⟨uv⟩, S2 = ω⟨u²v⟩. The electric part of T is then iω⟨v(1 + iu/2 − u²/6)⟩ and the magnetic part is −½⟨{λ, 1/2 + iu/3}⟩. The brackets are the expansions, to this order in k, of ∫₀¹ exp(iξu) dξ and ∫₀¹ ξ exp(iξu) dξ. These are the straight-line integrals from the origin to the electron that define the polarisation and magnetisation fields of the Power–Zienau–Woolley multipolar Hamiltonian. The lines start at the origin, so the division into electric and magnetic multipoles refers to that point.

For the isotropic average, define the fully symmetric tensor O_abc = ⟨[H, r_a r_b r_c]⟩, which by (1) is

O_abc = ⟨r_a r_bπ_c + r_a r_cπ_b + r_b r_cπ_a − δ_ab r_c − δ_ac r_b − δ_bc r_a⟩,

and M_ag = ⟨{r_a, (r×π)_g}⟩. Then S2 = k² n_a n_c e_b O_acb, M2 = k² n_a M_ag ε_gcb n_c e_b and P = e_d D_d. In ⟨⟨P S2⟩⟩ each of the three terms of (2) produces the same contraction O_aab D_b, by the symmetry of O, with total weight (4 − 1 − 1)/30 = 1/15. In ⟨⟨P M2⟩⟩ the three terms give M_ag D_d times 4ε_gad, −ε_gda = +ε_gad, and −ε_gbb δ_ad = 0, with total weight 5/30 = 1/6. Multiplying by −1/3,

f_μO = −(2k²/ω) D_b O_aab/45,  f_μM = −(2k²/ω) ε_gad M_ag D_d/18,  (7)

and the isotropic result is f2 = f_QQ + f_mm + f_μO + f_μM.

**Solution, part (b): which terms are needed**

The complete f2 is invariant. From (5),

|T1'|² = |T1|² + 2Re(−is T1*T0) + s²|T0|²,

2Re(T0*T2') = 2Re(T0*T2) + 2Re(−is T0*T1) − s²|T0|².

The terms in s² cancel. The linear terms add to 2Re[−is(T1*T0 + T0*T1)], and the inner bracket is a number plus its complex conjugate, hence real, so the real part is zero. This argument did not use reality of the states, orthogonality or the Schrödinger equation; it needs only that ⟨O⟩ is linear in O. The same holds at first order, where 2Re(T0*T1') − 2Re(T0*T1) = 2Re(−is|T0|²) = 0, and at every order, since |T'|² = |T|² as functions of k and two equal power series have equal coefficients.

To see what happens to subsets, shift each amplitude, with u → u − s, v → v − t, t = e·a. Directly from the definitions,

S1' = S1 − sP − tK,  Λ' = Λ − sP + tK.

For the second-order amplitudes,

(u − s)²π_e = u²π_e − 2s uπ_e + s²π_e,

2(u − s)(v − t)π_k = 2uvπ_k − 2t uπ_k − 2s vπ_k + 2st π_k,

and k²(v − t) changes by a constant, which has no matrix element. Let W = 2⟨uπ_k⟩ and use ⟨uπ_e⟩ = (S1 + Λ)/2, ⟨vπ_k⟩ = (S1 − Λ)/2. In S2 the terms linear in s are −2s⟨uπ_e + vπ_k⟩ = −2sS1. In M2 they are −4s⟨uπ_e⟩ + 2s⟨vπ_k⟩ = −2s(S1 + Λ) + s(S1 − Λ) = −s(3Λ + S1). Therefore

S2' = S2 − 2sS1 − tW + s²P + 2stK,

M2' = M2 − s(3Λ + S1) + tW + 2s²P − 2stK.  (8)

The changes of the five terms of (6) are

ΔQQ = −S1(sP + tK)/2 + (sP + tK)²/4,

Δmm = −Λ(sP − tK)/2 + (sP − tK)²/4,

ΔQm = −[S1(sP − tK) + Λ(sP + tK)]/2 + (s²P² − t²K²)/2,

ΔμO = P(2sS1 + tW)/3 − P(s²P + 2stK)/3,

ΔμM = P[s(3Λ + S1) − tW]/3 − P(2s²P − 2stK)/3.  (9)

Adding the coefficients of each monomial in the order QQ, mm, Qm, μO, μM shows where the cancellation takes place:

sPS1: −1/2 + 0 − 1/2 + 2/3 + 1/3 = 0

sPΛ: 0 − 1/2 − 1/2 + 0 + 1 = 0

tKS1: −1/2 + 0 + 1/2 = 0

tKΛ: 0 + 1/2 − 1/2 = 0

tPW: 1/3 − 1/3 = 0 (μO and μM)

s²P²: 1/4 + 1/4 + 1/2 − 1/3 − 2/3 = 0

stPK: 1/2 − 1/2 + 0 − 2/3 + 2/3 = 0

t²K²: 1/4 + 1/4 − 1/2 = 0

Now keep each term with a weight c equal to 1 (kept) or 0 (dropped), and require invariance for every a.

Fixed orientation, P ≠ 0. Take a along n, so that t = 0. The change is a polynomial in s, and it vanishes for all s only if the coefficient of s² vanishes:

c_QQ/4 + c_mm/4 + c_Qm/2 = c_μO/3 + 2c_μM/3.

The left side lies in {0, 1/4, 1/2, 3/4, 1} and the right side in {0, 1/3, 2/3, 1}. They agree only at 0, where every weight is 0, and at 1, where every weight is 1. No proper non-empty subset of the five terms is origin independent.

Isotropic sample, D ≠ 0. The part of the change that is quadratic in a must vanish by itself, because scaling a makes the change a polynomial in the scale factor. Let X = a²D² and Y = (a·D)². In s²P² the two n are contracted with a and the two e with D, so (2) gives ⟨⟨s²P²⟩⟩ = k²(4X − 2Y)/30; exchanging a and D gives the same value for ⟨⟨t²K²⟩⟩. In stPK one n and one e go with a and the others with D, so the three terms of (2) give 4Y, −X and −Y, and ⟨⟨stPK⟩⟩ = k²(3Y − X)/30. Inserting these in the quadratic parts of (9), in units of (2k²/ω)/30,

QQ: (4X − 2Y)/2 + (3Y − X)/2 = (3X + Y)/2,

mm: (4X − 2Y)/2 − (3Y − X)/2 = 5(X − Y)/2,

μO: −(4X − 2Y)/3 − 2(3Y − X)/3 = −(2X + 4Y)/3,

μM: −2(4X − 2Y)/3 + 2(3Y − X)/3 = −10(X − Y)/3.  (10)

For a parallel to D, Y = X, the four shifts are 2X, 0, −2X, 0, which forces c_QQ = c_μO = c. For a perpendicular to D, Y = 0, they are 3X/2, 5X/2, −2X/3, −10X/3, and the condition (5/6)c + (5/2)c_mm − (10/3)c_μM = 0 is c + 3c_mm = 4c_μM. With c = 0 this gives c_mm = c_μM = 0, and with c = 1 it gives c_mm = c_μM = 1. All four terms are needed. The octupole alone repairs shifts along the transition dipole, as far as the quadratic part goes; shifts across it need the magnetic quadrupole as well.

The necessity of the cross terms is conditional on a non-zero dipole. If D = 0, then P = K = 0 for every orientation, μO and μM vanish at every origin, and S1 and Λ do not shift, so QQ, mm and Qm are separately invariant and the tempting formula is the correct f2. In the intermediate oriented case P = 0, K ≠ 0 (a dipole-allowed transition with its dipole perpendicular to e but not to n), μO and μM again vanish, while the t²K² line requires c_QQ + c_mm = 2c_Qm, so QQ, mm and Qm must be kept together.

Truncating the amplitude at T2 and squaring it does not inherit the invariance. For real states the odd orders vanish, since T_m*T_n is imaginary for m + n odd, but |T2|² remains, and it is only part of the fourth order |T2|² + 2Re(T1*T3) + 2Re(T0*T4).

**Solution, part (c): length form**

In length form the electric amplitudes are replaced by P_L = ω⟨v⟩, S1_L = ω⟨uv⟩ and S2_L = ω⟨u²v⟩, while Λ and M2 are not commutators of H with a function of the coordinates and keep π. Let K_L = ω⟨u⟩ and W_L = ω⟨u²⟩; for exact states K_L = K and W_L = W, the latter because (1) gives [H, u²] = 2uπ_k − k². Expanding (u − s)(v − t) and (u − s)²(v − t) and dropping constants,

S1_L' = S1_L − sP_L − tK_L,

S2_L' = S2_L − 2sS1_L − tW_L + s²P_L + 2stK_L.

With δK = K_L − K, the sum S1_L + Λ changes by −Σ, where Σ = s(P_L + P) + tδK. Adding the change of M2 from (8) to that of S2_L, the length-form quantity (S1_L + Λ)²/4 − P_L(S2_L + M2)/3 changes by

(ω/2)Δ_L = Σ²/4 − (S1_L + Λ)Σ/2 − P_L[s²(P_L + 2P) + 2stδK − 2sS1_L − s(3Λ + S1) − t(W_L − W)]/3.  (11)

If length and velocity moments agree, Σ = 2sP and (11) reduces to s²P² − sP(S1 + Λ) − P[3s²P − 3s(S1 + Λ)]/3 = 0. If they do not, a residue is in general left although all five terms are kept: the electric terms shift with length-form dipoles and the magnetic terms with velocity-form dipoles. When the dipole vanishes in both forms, (11) is zero even if the quadrupole moments disagree.

Suppose the length-form dipole is parallel to D, ω⟨r⟩ = (1 + η)D, so P_L = (1 + η)P and δK = ηK. The quadratic part of (11) has the coefficients

s²P²: (2 + η)²/4 − (1 + η)(3 + η)/3 = −η/3 − η²/12,

stPK: η(2 + η)/2 − 2η(1 + η)/3 = η/3 − η²/6,

t²K²: η²/4.

Averaging, the first and third combine to −(η/3 − η²/6)(4X − 2Y) and the second gives (η/3 − η²/6)(3Y − X), whose sum is −5(η/3 − η²/6)(X − Y). Dividing by 30,

Δ_L(quadratic, isotropic) = −(2k²/ω)(X − Y) η(2 − η)/36.  (12)

This quadratic part is first order in the dipole mismatch and grows as the square of the displacement perpendicular to D. A part linear in the displacement can remain even when the dipoles agree, because the length and velocity forms of the quadrupole moments may still differ.

A one-particle model separates exact from approximate states. Take harmonic frequencies 1.0, 1.3 and 1.7 hartree along x, y, z, add 0.04(x²y + xyz + xz² + y²z + x³) + 0.01r⁴, diagonalise in harmonic-oscillator products of at most N quanta, and consider the transition from the ground state to the first excited state with n = (1,2,2)/3, e = (2,1,−2)/3. Two measures are the largest difference between a length and a velocity component of D, Q and O, and the range of the length-form f2 over six origins (the centre and five random points within 3 bohr along each axis) relative to the largest single term. For N = 16 they are 3×10⁻¹² a.u. and 2×10⁻¹². For N = 2 they are 4×10⁻² a.u. and 4×10⁻².

**Solution, part (d): H2S**

The geometry is a chosen model input, not a measured structure: S–H 1.34 Å (2.5322 bohr) and angle 92°, with S at (0,0,0), the molecule in the yz plane, the twofold axis along z and one H at (0, 1.8215, 1.7590) bohr. Excitations come from full diagonalisation of the singlet RPA (time-dependent Hartree–Fock) problem in the cc-pVDZ basis. With amplitudes x_ia, y_ia for occupied orbital i and virtual orbital a, normalised to Σ(x² − y²) = 1, a transition moment is ⟨O⟩ = √2 Σ(x_ia O_ai + y_ia O_ia). This is linear in O, zero for a constant and real for a real operator, which are the properties used in part (b). Integrals containing π were done on an atom-centred quadrature grid, and those of r, rr and rrr analytically. The model is non-relativistic and the basis small, so the numbers illustrate the structure of f2 and are not a prediction of the spectrum; the extra digits are there to display cancellations. The values are not converged in the basis. For the B2 state below, going from cc-pVDZ to cc-pVTZ, to aug-cc-pVTZ and to cc-pCVTZ on S (cc-pVTZ on H) changes f0 from 7.5×10⁻³ to 9.3, 9.4 and 10.8×10⁻³, f2 from −2.4×10⁻⁵ to −3.0, −3.0 and −3.6×10⁻⁵, η from 0.037 to 0.028, 0.027 and 0.007, and ω by up to 0.04 hartree, while f2/f0 stays between −3.18×10⁻³ and −3.28×10⁻³.

The lowest S 1s → B2 state has ω = 91.64585 hartree (2494 eV), k = 91.64585/137.0360 = 0.66877 bohr⁻¹, and D along y with D_y = 1.014042 a.u., D² = 1.028281. Then

f0 = 2D²/(3ω) = 2.056562/274.9376 = 7.4801×10⁻³,

2k²/ω = 9.760531×10⁻³ a.u.

The invariants of (3) and (7), in atomic units, at the origins S, H and far = (2,4,4) bohr, for which k|a| = 0, 1.69 and 4.01, are

Q:Q − (trQ)²/3:  1.11609×10⁻⁵,  15.4448,  84.9663

l²:  9.690×10⁻¹⁰,  3.18161,  20.5654

D_b O_aab:  5.07107×10⁻²,  13.4595,  69.9547

ε_gad M_ag D_d:  2.38536×10⁻²,  6.38291,  41.1452

At S, f_μO = −9.760531×10⁻³ × 5.07107×10⁻²/45 = −1.09992×10⁻⁵ and f_μM = −9.760531×10⁻³ × 2.38536×10⁻²/18 = −1.29347×10⁻⁵, while f_QQ = 2.72×10⁻⁹ and f_mm = 7.9×10⁻¹³. The sum is f2 = −2.3931×10⁻⁵, and f2/f0 = −3.20×10⁻³. At H,

f_QQ = 9.760531×10⁻³ × 15.4448/40 = 3.76874×10⁻³,

f_mm = 9.760531×10⁻³ × 3.18161/12 = 2.58785×10⁻³,

f_μO = −9.760531×10⁻³ × 13.4595/45 = −2.91938×10⁻³,

f_μM = −9.760531×10⁻³ × 6.38291/18 = −3.46115×10⁻³.

These rounded values add to −2.394×10⁻⁵; the unrounded sum is −2.3931×10⁻⁵, as at S. The partial and full sums at S, H and far are

QQ + mm:  2.724×10⁻⁹,  6.357×10⁻³,  3.746×10⁻²

QQ + mm + μO:  −1.100×10⁻⁵,  3.437×10⁻³,  2.229×10⁻²

QQ + mm + μM:  −1.293×10⁻⁵,  2.895×10⁻³,  1.515×10⁻²

all four:  −2.3931×10⁻⁵,  −2.3931×10⁻⁵,  −2.3931×10⁻⁵

Formula (10) accounts for the values at H. There X = 6.59355, Y = 3.41183, and the unit is 9.760531×10⁻³/30 = 3.25351×10⁻⁴. The brackets are (3X + Y)/2 = 11.59624, 5(X − Y)/2 = 7.95430, −(2X + 4Y)/3 = −8.94481 and −10(X − Y)/3 = −10.60573, giving quadratic shifts 3.77285×10⁻³, 2.58794×10⁻³, −2.91020×10⁻³ and −3.45059×10⁻³. The linear shifts, obtained as half the difference of the terms at a and −a, are −4.113×10⁻⁶, −0.090×10⁻⁶, 1.828×10⁻⁶ and 2.375×10⁻⁶, which add to zero separately. For QQ, 3.77285×10⁻³ − 0.00411×10⁻³ = 3.76874×10⁻³. The quadrupole intensity seen from H is almost entirely the dipole moment times the lever arm.

The unexpanded f follows from the same grid with exp(i k·r) kept whole and the orientation average done by Gauss–Legendre quadrature in the polar angle and equally spaced azimuths. It is 7.456184×10⁻³, against f0 + f2 = 7.456181×10⁻³. The remainder, 2.7×10⁻⁹, is about 10⁻⁴ of |f2|. It contains all even orders from k⁴ on; the k⁴ and k⁶ terms have opposite signs here and partly cancel, so it is not a measure of the k⁴ term alone. Because each order of f is origin independent, this accuracy does not depend on k|a|; what must be small is k times the extent of the transition current, the vector field j(r) for which ⟨g π⟩ = ∫ g j d³r.

The tempting solution gives f0 + QQ + mm = 7.480×10⁻³, 1.384×10⁻² and 4.494×10⁻², which exceed the unexpanded f by 0.3 %, by 86 % and by a factor of 6. Even at S it misses the correction: it has the wrong sign and, in this basis, is four orders of magnitude smaller than |f2| (with cc-pCVTZ on S, f_QQ rises to 1.4×10⁻⁷ and the factor is about 260). The smallness of QQ and mm at S is what parity about the nucleus would give for a spherical 1s orbital and a final orbital of pure p character in the core region; this reading is an interpretation and was not computed separately. If e·j had one sign throughout space, |∫exp(iu) e·j d³r| ≤ |∫e·j d³r| would force f ≤ f0. For a spherical 1s orbital and a p orbital along y, e·j is y(e·r) g(|r|), which changes sign unless e lies along y, but the bound can still be used. Since e is perpendicular to n, reflection symmetry removes the components of y along n and n×e from the integral, which becomes e_y ∫exp(iu) (e·r)² g d³r. If g has one sign, f ≤ f0 follows for every polarisation. The computed states have this form only approximately, so the argument makes a negative f2 plausible for this transition but does not prove it. Being an interference correction, f2 need not be positive.

For the fixed orientation n = (1,2,2)/3, e = (2,1,−2)/3, where P = D_y/3 and f0 = 2.4934×10⁻³, the Qm term takes part. At H the five terms are 4.40912×10⁻⁴, 3.45047×10⁻³, 2.46686×10⁻³, −1.18806×10⁻⁴ and −6.24759×10⁻³, and their unrounded sum, −8.159×10⁻⁶, is the same at all three origins.

In length form this basis gives ω⟨y⟩ = 1.051838 a.u., so η = 0.037796/1.014042 = 0.037273 and η(2 − η) = 0.073156. The isotropic length-form f2 is −5.727×10⁻⁵, −1.4053×10⁻⁴ and −5.1099×10⁻⁴ at S, H and far, so the changes from S are −8.325×10⁻⁵ and −4.5372×10⁻⁴. Symmetry keeps both dipoles along y, and (12) applies. At H, X − Y = 3.18172 gives −9.7605×10⁻³ × 3.18172 × 0.073156/36 = −6.311×10⁻⁵. At far, X − Y = (36 − 16)D² = 20.5656 gives −4.0791×10⁻⁴. What is left, −2.014×10⁻⁵ and −4.581×10⁻⁵, is the linear part. It has the form b·a with b bilinear in B2 transition moments, so b is totally symmetric and points along z. The ratio of the two remainders is 2.27, equal to the ratio of the z displacements, 4/1.7590 = 2.27. Between S and H the length-form f2 thus moves by 3.5 times the magnitude of the velocity-form f2. The quadratic part, fixed by the dipole mismatch of 3.7 % relative to D_y, accounts for 2.6 times; the linear part of (11) also involves the mismatch of the quadrupole moments, S1_L − S1 and W_L − W. At S itself the length value is 2.4 times the velocity value, so the higher length and velocity moments agree much less well than the dipoles in this basis: the ratio of length to velocity value is 1.037 for D_y, 9.5 for Q_yz and 3.9 for O_aay. The factor 2.4 belongs to cc-pVDZ; it is 0.79 in aug-cc-pVDZ, 1.21 in cc-pVTZ and 1.04 in aug-cc-pVTZ.

The dipole-forbidden case is realised by the lowest S 1s → A2 root in this basis, at ω = 92.169 hartree (2508 eV). This lies above the 1s ionisation threshold of the model, −ε(1s) = 91.963 hartree, so in cc-pVDZ it is a discretised continuum state and serves only as a test of origin independence. With diffuse functions the lowest A2 root falls below the threshold (91.94 hartree in aug-cc-pVDZ, 91.90 in aug-cc-pVTZ), and its f_QQ ranges from 8×10⁻⁹ (aug-cc-pVDZ) to 6×10⁻⁷ (cc-pCVTZ on S). No component of a polar vector transforms as A2 in C2v, so D = 0. The values f_QQ = 3.70×10⁻⁸ and f_mm = 4.8×10⁻¹⁴ are the same at S, H and far, each by itself, and with μO = μM = 0 their sum is the whole isotropic f2.
